# First-order rhombohedral transition of a -43m parent with a cubic invariant

## Result

Let a crystal with parent point group $\bar43m$ have the energy density

$$F=\frac a2P^2+g\,P_xP_yP_z+\frac b4P^4,\qquad P^2=P_x^2+P_y^2+P_z^2, \tag{1}$$

with $b>0$ and $g\neq0$. As $a$ is lowered, the lowest state jumps from $\mathbf P=0$ to a rhombohedral state, polarized along a body diagonal of the cube, at

$$a_t=\frac{2g^2}{27b},\qquad P_t=\frac{2|g|}{3\sqrt3\,b}. \tag{2}$$

The polarization changes discontinuously, so the transition is first order. The factor 2 in $a_t$ belongs to the convention that the quadratic energy is $\tfrac a2P^2$. If that energy is written $aP^2$, the critical coefficient is $g^2/(27b)$.

The crystal is taken as uniform, free of stress and at zero macroscopic electric field. The coefficients $a$, $g$ and $b$ are those of the stress-free crystal, and thermal fluctuations of $\mathbf P$ are ignored (mean field).

## Why the energy has this form

The group $\bar43m$ contains the twofold rotations about the cube axes. The one about $x$ takes $(P_x,P_y,P_z)$ to $(P_x,-P_y,-P_z)$, and multiplies $P_x^iP_y^jP_z^k$ by $(-1)^{j+k}$. Invariance under all three rotations therefore requires $i,j,k$ to be all even or all odd.

At first order no monomial qualifies. At second order the squares qualify, and the threefold rotations, which permute the components cyclically, combine them into $P^2$. At third order $P_xP_yP_z$ alone qualifies. The diagonal mirrors exchange two components and leave it unchanged, so it is an invariant of the whole group. Inversion would reverse its sign, but $\bar43m$ has no inversion.

At fourth order there are two invariants, which may be chosen as $P^4$ and $P_x^4+P_y^4+P_z^4$. Keeping the first alone is thus an assumption and not a consequence of symmetry. It is relaxed below.

In (1) the cubic term is the sole source of directional preference. Since it is odd in $\mathbf P$, the states $\mathbf P$ and $-\mathbf P$ have different energies whenever $P_xP_yP_z\neq0$.

## First derivation: a bound on the energy

The geometric mean of three non-negative numbers does not exceed their arithmetic mean. Applied to the squared components, this gives

$$\left(P_x^2P_y^2P_z^2\right)^{1/3}\le\frac{P^2}{3}
\quad\Longrightarrow\quad
|P_xP_yP_z|\le\frac{P^3}{3\sqrt3}. \tag{3}$$

Equality holds when the three squares are equal, and in no other case. Define

$$c=\frac{|g|}{3\sqrt3},\qquad c^2=\frac{g^2}{27}. \tag{4}$$

Since $gP_xP_yP_z\ge-|g||P_xP_yP_z|\ge-cP^3$, the energy obeys

$$F(\mathbf P)\ge\varphi(P),\qquad \varphi(P)=\frac a2P^2-cP^3+\frac b4P^4. \tag{5}$$

For $P>0$ equality requires $|P_x|=|P_y|=|P_z|$ and $gP_xP_yP_z<0$. The eight sign choices of the components divide into four with a positive product and four with a negative one, so four directions reach the bound. For $g<0$ they are $[111]$, $[1\bar1\bar1]$, $[\bar11\bar1]$ and $[\bar1\bar11]$; for $g>0$ they are the opposite four. These are the four domain states.

The minimum of $F$ over all vectors is now the minimum of $\varphi$ over $P\ge0$. Take out $P^2$ and complete the square:

$$\begin{aligned}
\varphi(P)&=P^2\left[\frac b4\left(P^2-\frac{4c}{b}P\right)+\frac a2\right]\\
&=P^2\left[\frac b4\left(P-\frac{2c}{b}\right)^2-\frac{c^2}{b}+\frac a2\right].
\end{aligned} \tag{6}$$

The subtracted term is $\frac b4\left(\frac{2c}{b}\right)^2=\frac{c^2}{b}$. Three cases follow.

- If $a>2c^2/b$, the bracket is positive for every $P$, and $\mathbf P=0$ is the single lowest state.
- If $a=2c^2/b$, the bracket vanishes at $P=2c/b$ and is positive elsewhere. The parent and the four polar states have equal energy.
- If $a<2c^2/b$, the bracket is negative at $P=2c/b$, so the lowest state is polar. By the equality condition it lies on one of the four diagonals.

Hence $a_t=2c^2/b$ and $P_t=2c/b$, which with (4) is (2). The third case includes negative $a$, so within this model the lowest state stays rhombohedral however far $a$ is lowered.

As $g\to0$ with $b$ fixed, $a_t$ vanishes as $g^2$ and the jump $P_t$ vanishes as $|g|$. At $g=0$ the transition is continuous at $a=0$, and (1) no longer selects a direction.

## Second derivation: stationary states and their energies

Now find every state in which the derivatives of $F$ vanish, and compare energies. The derivative with respect to $P_x$ gives

$$(a+bP^2)P_x+gP_yP_z=0,$$

and the other two follow by cyclic exchange. Multiplying each equation by its own component gives

$$(a+bP^2)P_i^2=-g\,P_xP_yP_z,\qquad i=x,y,z. \tag{7}$$

The right side is the same for all three. For $a>0$ the factor $a+bP^2$ is positive, so the three squares must be equal. Every nonzero stationary state then lies on a body diagonal, with $P_i^2=P^2/3$ and $|P_xP_yP_z|=P^3/(3\sqrt3)$. The left side of (7) is positive, so $gP_xP_yP_z$ must be negative and the right side is $cP^3$. Dividing by $P^2/3$,

$$a+bP^2=3cP
\quad\Longrightarrow\quad
P_\pm=\frac{3c\pm\sqrt{9c^2-4ab}}{2b}. \tag{8}$$

These roots are real if

$$a\le a_{sh}=\frac{9c^2}{4b}=\frac{g^2}{12b}. \tag{9}$$

To find the energy on either branch, insert $a=3cP-bP^2$ into $\varphi$:

$$F=\frac{3cP^3-bP^4}{2}-cP^3+\frac b4P^4
=\frac{P^3}{4}\,(2c-bP). \tag{10}$$

It equals the parent energy, zero, at $P=2c/b$. The lower root satisfies $P_-\le3c/(2b)<2c/b$, so the crossing lies on the upper branch. The coefficient there is

$$a=3c\,\frac{2c}{b}-b\,\frac{4c^2}{b^2}=\frac{2c^2}{b}=\frac{2g^2}{27b}.$$

By (8), $P_+$ grows as $a$ falls, so by (10) the upper branch has positive energy above this value of $a$ and negative energy below it. Because $b>0$, $F$ rises without limit at large $P$. A lowest state therefore exists and must be one of the stationary states found. The result (2) is recovered.

### Stability and the barrier

The second derivatives of $F$ are

$$F_{ii}=a+bP^2+2bP_i^2,\qquad F_{ij}=2bP_iP_j+gP_k,$$

where $i,j,k$ are all different. Take $g<0$ and $\mathbf P$ along $[111]$; the other domains are related by symmetry, and changing the signs of both $g$ and $\mathbf P$ leaves $F$ unchanged. Then $gP_k=-|g|P/\sqrt3=-3cP$. The matrix with zeros on the diagonal and ones elsewhere has eigenvalue $2$ along $[111]$ and $-1$ for the two perpendicular directions. The stiffnesses along and across $\mathbf P$ are therefore

$$\begin{aligned}
K_\parallel&=a+3bP^2-6cP=P(2bP-3c),\\
K_\perp&=a+bP^2+3cP=6cP,
\end{aligned} \tag{11}$$

where (8) was used in the last step of each line. For $0<a<a_{sh}$, $K_\parallel$ is positive on the upper branch and negative on the lower one. The upper branch consists of minima and the lower one of saddles.

At $a_t$, inserting $P=2c/b$ gives $K_\parallel=2c^2/b=a_t$ and $K_\perp=12c^2/b=6a_t$. The parent has stiffness $a_t$ in every direction. Along its own axis, the polar state at coexistence is thus as soft as the parent, while it resists rotation six times more strongly.

The parent is locally stable for $a>0$, and the polar state survives up to $a_{sh}$. Both exist as minima for $0<a<a_{sh}$, and $a_t/a_{sh}=8/9$, so the transition lies close to the upper end of this window. At $a_t$ the saddle is at $P_-=c/b=P_t/2$, and (10) gives the barrier

$$\Delta F=\frac{c^4}{4b^3}=\frac{bP_t^4}{64}. \tag{12}$$

For $a<0$, equation (7) also allows $a+bP^2=0$. The original equations then require $P_yP_z=P_zP_x=P_xP_y=0$, so $\mathbf P$ lies on a cube axis. For $\mathbf P$ along $z$ the transverse second derivatives are $F_{xx}=F_{yy}=0$ and $F_{xy}=gP_z$, with eigenvalues $\pm gP_z$. One is negative, so these tetragonal states are saddles and not a competing phase. For $a<0$ the factor $a+bP^2$ can also be negative. The squares are then equal with $gP_xP_yP_z>0$, which gives states on the four unfavourable diagonals with $a+bP^2=-3cP$. Their transverse stiffness is $-6cP$, so they are saddles as well.

## What each derivation assumes

Both derivations rest on the truncated energy (1), on $b>0$ and on a uniform polarization. They use different properties of it.

The first needs no derivative of $F$ and no sign of $a$. It uses the largest value of the cubic term at fixed $P$ and the fact that the remaining terms depend on $P$ alone. It settles the lowest state among all vectors at once, but it says nothing about metastable states.

The second needs a differentiable energy, the growth of $F$ at large $P$, and $a>0$, which makes the factor in (7) positive. In return it yields the metastability limits, the saddle and the stiffnesses.

The bound also extends to the omitted quartic invariant. Add $\frac k4(P_x^4+P_y^4+P_z^4)$ and write $P_i^2=x_iP^2$, so that $x_1+x_2+x_3=1$. Along a fixed direction with the favourable sign, the energy has the form of $\varphi$ with

$$c\to|g|\sqrt{x_1x_2x_3},\qquad b\to b+k\sum_ix_i^2.$$

The quartic energy is positive in every direction if $k>-b$, given $b>0$. By the square in (6), the polar state along this direction reaches zero energy at

$$a(\mathbf x)=\frac{2g^2\,x_1x_2x_3}{b+k\sum_ix_i^2}. \tag{13}$$

The transition occurs at the largest $a(\mathbf x)$, because that direction is reached first as $a$ falls.

For $k\ge0$ the numerator is largest, and the denominator smallest, at $x_i=1/3$. For $-b<k<0$ the two compete. Let $q=x_1x_2+x_2x_3+x_3x_1$, so that $\sum_ix_i^2=1-2q$. The inequality $(u+v+w)^2\ge3(uv+vw+wu)$, applied to the three products in $q$, gives $q^2\ge3x_1x_2x_3$. Hence

$$a(\mathbf x)\le\frac{2g^2}{3}\,\frac{q^2}{b+k+2|k|q}.$$

The right side increases with $q$, because its derivative has the sign of $2q(b+k)+2|k|q^2>0$. Since $q\le1/3$, with equality at $x_i=1/3$, the diagonal wins again. For every $k>-b$,

$$a_t=\frac{2g^2}{27\,(b+k/3)}. \tag{14}$$

The second derivation carries over too. Equation (7) becomes $(a+bP^2+kP_i^2)P_i^2=-gP_xP_yP_z$, and subtracting the equations for two components gives

$$(P_i^2-P_j^2)\left[a+bP^2+k(P_i^2+P_j^2)\right]=0.$$

For $a>0$ and $k>-b$ the bracket is positive at every nonzero $\mathbf P$: this is plain for $k\ge0$, and for $k<0$ the bracket is at least $a+(b+k)P^2$, because $P_i^2+P_j^2\le P^2$. The three squares are therefore equal again, and on the diagonals the energy is the earlier one with $b$ replaced by $b+k/3$, which gives (14).

## A numerical case

Let $a=\alpha(T-T_0)$, with $g$ and $b$ independent of temperature. The chosen values are $\alpha=1.0\times10^9$ V m/(C K), $T_0=38$ K, $|g|=2.0\times10^{12}$ V m³/C² and $b=8.0\times10^{13}$ V m⁵/C³. Then

$$a_t=\frac{2(2.0\times10^{12})^2}{27(8.0\times10^{13})}=3.70\times10^9\ \text{V m/C},$$

and $T_t=T_0+a_t/\alpha=38+3.70=41.7$ K. The jump is

$$P_t=\frac{2(2.0\times10^{12})}{3\sqrt3\,(8.0\times10^{13})}=9.62\times10^{-3}\ \text{C/m}^2=0.962\ \mu\text{C/cm}^2.$$

From (9), $a_{sh}=4.17\times10^9$ V m/C. The polar state can be superheated to 42.17 K, whereas the parent can be supercooled to 38 K. At 38 K, where $a=0$, equation (8) gives $P_+=3c/b=1.5P_t=1.44$ μC/cm².

At fixed $g$ and $b$, the entropy density is $-dF/dT$ along a stationary branch. The derivative through $\mathbf P$ vanishes there, which leaves $-\alpha P^2/2$ relative to the parent. Entering the polar phase thus lowers the entropy by $\alpha P_t^2/2=46.3$ kJ/(m³ K), and the latent heat is $T_t\alpha P_t^2/2=1.93$ J/cm³. The barrier (12) is 10.7 kJ/m³.

These parameters are round numbers, chosen to give a transition temperature and a polarization of roughly the size found in the lacunar spinel GaV₄S₈, which changes from a cubic $\bar43m$ to a rhombohedral structure near 40 K and has a polarization of order 1 μC/cm². The separate values of $\alpha$, $g$ and $b$ are not derived from measurements on it, and the window and latent heat above are properties of the model. In that material the transition involves orbital order and a distortion of the vanadium clusters, so $\mathbf P$ serves as a polar order parameter of the right symmetry and not as the full microscopic mechanism.

## How far the neglected effects move the result

**Higher terms in the energy.** For $k=-0.2b$ and $k=+0.2b$, equation (14) moves $T_t$ by $+0.26$ K and $-0.23$ K. A term $\frac f6P^6$, with $f>0$ set so that the term is 10 % of the quartic energy at $P_t$, moves it by $-0.27$ K. This last value comes from a numerical search for the $a$ at which the lowest polar energy is zero. Symmetry also allows the fifth-order term $P^2P_xP_yP_z$. Set to 10 % of the quartic energy at $P_t$, it moves $T_t$ by $-0.31$ K if it opposes the cubic term and by $+0.49$ K if it adds to it. The second value refers to the local polar minimum, since a sixth-order term is then needed to keep $F$ bounded below.

**Quantum saturation.** At low temperature the linear law for $a(T)$ can be replaced by $\alpha T_s[\coth(T_s/T)-\coth(T_s/T_0)]$. With an assumed saturation temperature $T_s=20$ K, solving $a(T)=a_t$ numerically raises $T_t$ by 0.32 K. The shift grows quickly with $T_s$: it is 0.74 K for 30 K and 1.4 K for 40 K.

**Thermal fluctuations.** In a uniform block of volume $V$, and for small fluctuations about $\mathbf P=0$, equipartition gives each component of $\mathbf P$ in the parent a variance $k_BT_t/(a_tV)$. For a cube of edge 5 nm the root-mean-square value is 0.112 μC/cm², or 12 % of $P_t$, and the barrier of the whole block is 2.3 $k_BT_t$. A block of this size would not be held firmly in either phase. The estimate of the variance omits the cubic and quartic terms, and both estimates omit gradient energy, depolarizing fields and elastic energy. They describe a free block. A block inside a crystal is partly clamped by its surroundings, which stiffens it (see below).

**Unscreened charge.** A uniformly polarized open-circuit plate has the additional energy cost $P_n^2/(2\varepsilon_0\varepsilon_b)$, where $P_n$ is the component of $\mathbf P$ along the normal and $\varepsilon_b$ is the background permittivity. Suppose first that the normal is a body diagonal and that $\mathbf P$ is forced to lie along it. This adds $1/(\varepsilon_0\varepsilon_b)$ to $a$ for that state. With $\varepsilon_b=10$, its coexistence with the parent moves down by 11.3 K, to below $T_0$. There $a<0$, and the parent is already unstable against polarization in the plane of the plate. A real plate is free to choose another diagonal. For any normal, the squared cosines of its angles with the four domain directions add up to $4/3$, because the cross terms cancel in the sum. At least one of them is therefore no larger than $1/3$. A uniform state held along that diagonal pays at most a third of the cost, which would move its coexistence with the parent down by at most 3.8 K. The transition itself moves down by no more than $T_t-T_0=3.7$ K, because below $T_0$ the parent is unstable against polarization in the plane of the plate, which carries no such cost. Tilting of $\mathbf P$ away from the diagonal reduces the shift. Minimizing over all directions with $\varepsilon_b=10$ gives $-2.7$ K for a $[001]$ normal and $-0.84$ K for a $[111]$ normal. For a $[110]$ normal there is no shift, because two domain directions lie in the plane. Splitting into domains can reduce the cost further.

**Clamping.** The parent is piezoelectric, so each component $P_i$ couples linearly to a shear strain $\gamma_i$. With this coupling alone, the elastic part of the energy is $\sum_i(\frac C2\gamma_i^2-hP_i\gamma_i)$, where $C$ is the shear modulus at fixed $\mathbf P$ and $h$ the coupling. A free crystal relaxes to $\gamma_i=hP_i/C$ and lowers its energy by $h^2P^2/(2C)$, a gain already contained in the stress-free $a$. Holding the strain at zero removes this gain and raises $a$ by

$$\frac{h^2}{C}=\frac{C\gamma_i^2}{P_i^2}=\frac{3C\gamma^2}{P_t^2},$$

where $\gamma$ is the magnitude of each shear strain at $P_t$. With rough values $C=50$ GPa and $\gamma=0.005$, the nominal shift of $T_t$ is $-40.5$ K. That is nearly the whole of $T_t$, and it leads to temperatures where the linear law for $a(T)$ cannot be trusted. The estimate also assigns the whole strain to the linear coupling. Symmetry allows $\gamma_x$ to couple to $P_yP_z$ as well, and likewise for the other two components. If part of the strain comes from that term, $h$ differs from the value used here, and clamping also changes $g$ and the quartic terms. The estimate therefore shows only that holding the strain at zero everywhere can strongly suppress a uniform polarization. Fixing only the outer shape is a weaker constraint. Equal volumes of the four domains have zero mean shear strain, so, apart from any change of volume, the crystal can still transform by splitting into domains, at the cost of the walls between them and of any strain left where domains do not fit together or meet the fixed surface.

For these inputs, the higher-order and saturation corrections are each between 0.2 and 0.5 K, and the saturation correction exceeds 1 K if $T_s$ is near 40 K. Unscreened surface charge lowers the transition by at most 3.7 K, by an amount that depends on the orientation of the plate. For a uniform polarization, holding the strain at zero everywhere can outweigh the 4.17 K metastability window. Equation (2) with stress-free coefficients therefore applies to a crystal whose surface charge is screened and whose shape is free to change. A film held by a substrate, or a plate without electrodes, needs those energies included from the start.

Numbers in the example were calculated in double precision.
